# Initial Failure Rate of Memory Bits with Normally Distributed Barriers

## Problem

A magnetic memory stores each bit in one of two magnetization directions separated by an energy barrier $E$. Write $E=x\,kT$, where $k$ is Boltzmann's constant and $T$ the temperature, so that $x$ is the barrier in units of $kT$. A bit with barrier $x$ fails by thermally activated escape at the rate

$$\Gamma(x)=f\,e^{-x},$$

where the attempt frequency $f$ is the same for all bits. Fabrication makes the barriers differ from bit to bit: $x$ is normally distributed with mean $m$ and standard deviation $s$,

$$p(x)=\frac{1}{s\sqrt{2\pi}}\exp\!\left[-\frac{(x-m)^2}{2s^2}\right].$$

Each bit keeps its barrier for all time, and at $t=0$ no bit has failed. A failure is the first escape; a later return does not undo it.

1. Show that for $s=4$ the initial average failure rate equals that of an array in which every bit has the same barrier, lower than the mean by $8\,kT$. ("Uniform barrier" is meant in this sense, not as a flat distribution.)
2. How does the reduction depend on temperature, and what activation energy would a measurement of the initial rate against temperature give?
3. Which bits produce the initial failures?
4. The normal law assigns some weight to negative barriers. When does this matter?
5. For how long does the initial rate describe the array?
6. How large must an array be for its own rate to lie close to the average?

Evaluate the results for the model parameters $m=60$, $s=4$, $f=10^9\ \mathrm{s^{-1}}$ and $T=300$ K.

## Solution

### 1. The initial rate and the equivalent barrier

**What has to be averaged.** The probability $P$ that a given bit has not yet failed obeys $dP/dt=-\Gamma P$ with $P(0)=1$, so $P=e^{-\Gamma t}$. The expected surviving fraction of the array is the average over barriers,

$$S(t)=\int_{-\infty}^{\infty}p(x)\,e^{-\Gamma(x)t}\,dx\equiv\langle e^{-\Gamma t}\rangle .$$

The failure rate per original bit is $-dS/dt$. For $t\ge 0$ the differentiated integrand $p\,\Gamma e^{-\Gamma t}$ never exceeds $p\,\Gamma$, whose integral is finite, as shown below. Differentiation under the integral is therefore allowed, and

$$-S'(t)=\langle\Gamma e^{-\Gamma t}\rangle,\qquad -S'(0)=\langle\Gamma\rangle=f\,\langle e^{-x}\rangle .$$

The initial rate is thus the average of the rates, not the rate at the average barrier.

**The Gaussian average.** It is useful to compute $\langle e^{-ax}\rangle$ for any real $a$, since $a=2$ and $a=-1$ will also be needed. Put $u=x-m$. The exponent of the integrand is

$$-ax-\frac{u^2}{2s^2}=-am-\frac{u^2+2as^2u}{2s^2}.$$

Completing the square with $u^2+2as^2u=(u+as^2)^2-a^2s^4$ gives

$$-ax-\frac{u^2}{2s^2}=-am+\frac{a^2s^2}{2}-\frac{(u+as^2)^2}{2s^2}.$$

The last term is a Gaussian of unchanged width, shifted by $-as^2$. With the prefactor $1/(s\sqrt{2\pi})$ it integrates to one, so

$$\langle e^{-ax}\rangle=\exp\!\left(-am+\frac{a^2s^2}{2}\right).$$

For $a=1$,

$$\langle\Gamma\rangle=f\exp\!\left(-m+\frac{s^2}{2}\right).$$

**The comparison.** An array in which every bit has the barrier $b\,kT$ has the initial rate $f e^{-b}$. Equality of the two rates requires

$$b=m-\frac{s^2}{2}.$$

For $s=4$, $s^2/2=16/2=8$ and $b=m-8$. This is the required result.

The sign has a simple origin. The function $e^{-x}$ is convex: a bit whose barrier is low by some amount adds more to the rate than a bit whose barrier is high by the same amount takes away. As $s\to0$ the reduction vanishes quadratically.

**Numbers.** Without spread the rate is $10^9\,e^{-60}\ \mathrm{s^{-1}}=8.76\times10^{-18}\ \mathrm{s^{-1}}$. The spread multiplies it by $e^8=2981$, giving $2.61\times10^{-14}\ \mathrm{s^{-1}}$. The equivalent barrier is $60-8=52\,kT$, or 1.344 eV, against a mean of 1.551 eV. The reduction is 0.207 eV.

**Two comparisons that show what the result depends on.** First, the mean lifetime leads to a different equivalent barrier. A bit lives on average for $1/\Gamma=e^{x}/f$, and the formula with $a=-1$ gives

$$\left\langle\frac1\Gamma\right\rangle=\frac1f\exp\!\left(m+\frac{s^2}{2}\right).$$

A uniform array with the same mean lifetime would need the barrier $m+8$, not $m-8$. The mean lifetime is dominated by the strong bits and the initial rate by the weak ones, so no single barrier reproduces both.

Second, the number 8 belongs to the normal law, not to the standard deviation alone. Take instead a flat distribution of $x$ between $m-c$ and $m+c$. Its variance is $c^2/3$, so a standard deviation of 4 means $c=4\sqrt3=6.93$. Its average rate is

$$\frac{f e^{-m}}{2c}\int_{-c}^{c}e^{-u}\,du=f e^{-m}\,\frac{\sinh c}{c}.$$

Since $\sinh c\simeq e^c/2$ here, the reduction is $c-\ln(2c)=6.93-2.63=4.30$ in units of $kT$. The flat distribution has no bits below $m-c$, and the reduction is correspondingly smaller. Use of the value 8 for a real array therefore presumes that the normal law holds far into its lower tail.

### 2. Dependence on temperature

Let the barrier energies have mean $M=m\,kT$ and standard deviation $\sigma=s\,kT$, and suppose that $M$, $\sigma$ and $f$ do not change with temperature. The reduction in energy is

$$\frac{s^2}{2}\,kT=\frac{\sigma^2}{2kT}.$$

It is a fixed $8\,kT$ only at the temperature where $\sigma=4\,kT$. If the array of the example is heated from 300 K to 400 K, the same energy spread becomes $s=4\times300/400=3$, and the reduction becomes $9/2=4.5$ in units of the new $kT$.

With $\beta=1/kT$, the initial rate obeys

$$\ln\langle\Gamma\rangle=\ln f-\beta M+\frac{\beta^2\sigma^2}{2}.$$

The activation energy read from the local slope of this curve is

$$-\frac{d\ln\langle\Gamma\rangle}{d\beta}=M-\beta\sigma^2=(m-s^2)\,kT.$$

For the example this is $(60-16)\,kT=44\,kT$, which is neither the mean barrier 60 nor the equivalent barrier 52. A straight line drawn through the curve at 300 K with this slope has the form $f'e^{-44}$ there. Since the rate is $f e^{-52}$, the apparent attempt frequency is $f'=f e^{-8}$, smaller than the true one by the factor 2981. The equivalent barrier of part 1 presupposes that the true $f$ is used.

These values hold only for barriers that do not change with temperature. In real magnetic bits the barrier usually falls on heating, and the measured slope then differs. If, for example, $M$ and $\sigma$ both vary as $1-T/T_0$, then $\beta M$ and $\beta\sigma$ are both proportional to $\beta-1/kT_0$, and the same differentiation gives $(m-s^2)\,kT/(1-T/T_0)$. For $T_0=800$ K this is $44/0.625=70.4\,kT$ at 300 K, above the mean barrier. The value $44\,kT$, and its identification with the mean barrier of the failing bits in part 3, apply to temperature-independent barriers.

### 3. The bits that fail first

The share of the initial rate that comes from barriers near $x$ is described by the density

$$q(x)=\frac{\Gamma(x)\,p(x)}{\langle\Gamma\rangle}.$$

The completed square with $a=1$ gives it directly. The constant factor $e^{-m+s^2/2}$ cancels against $\langle\Gamma\rangle/f$, leaving

$$q(x)=\frac{1}{s\sqrt{2\pi}}\exp\!\left[-\frac{(x-m+s^2)^2}{2s^2}\right].$$

This is a normal distribution with the original width and the mean $m-s^2$. By its symmetry, half of the initial rate comes from bits with $x<m-s^2$. For the example this limit is 44, four standard deviations below the mean. Only a fraction $3.17\times10^{-5}$ of the bits lies below it, yet numerical integration confirms that they carry the share 0.5000 of the initial rate.

The equivalent barrier of $52\,kT$ is therefore not the barrier of a typical early failure, which is near $44\,kT$. The two values are reconciled by counting. A bit at 44 fails faster than a bit at 60 by the factor $e^{16}$, but the density of such bits is lower by

$$\frac{p(m-s^2)}{p(m)}=e^{-s^4/(2s^2)}=e^{-s^2/2}=e^{-8}.$$

The product is $e^{16-8}=e^8$, the increase found in part 1. The mean of $q$ is also the activation energy of part 2: a small change of temperature acts on the rate through the bits that are failing.

### 4. Negative barriers

A negative barrier has no meaning for a stored bit. Remove that part of the distribution by restricting $x$ to positive values and renormalizing. Let $\Phi(y)$ be the probability that a standard normal variable is less than $y$. The remaining weight of $p$ is $\Phi(m/s)$, and the remaining weight of $q$ is $\Phi((m-s^2)/s)$. Hence

$$\frac{\langle\Gamma\rangle_{\rm cut}}{\langle\Gamma\rangle}=\frac{\Phi\big((m-s^2)/s\big)}{\Phi(m/s)}.$$

The condition for a harmless tail is that $m-s^2$, and not merely $m$, be several times $s$. For $m=60$ the numerator has the argument $44/4=11$, and the ratio is 1.000000 to the printed accuracy. For $m=20$ the argument is $4/4=1$ and the ratio is 0.841, although the mean itself still lies five standard deviations above zero.

In that second case the cut formula does not rescue the model. The bits that matter mostly have barriers of only a few $kT$, where the activated rate law, which presumes a barrier of several $kT$, is itself doubtful. For $m=60$ the important barriers lie around $44\,kT$ with a width of $4\,kT$, well inside the range of the law.

### 5. How long the initial rate lasts

**A bound for short times.** For $v\ge0$ one has $1-v\le e^{-v}\le1$. Integration from 0 to $y$ gives

$$y-\frac{y^2}{2}\le 1-e^{-y}\le y .$$

Set $y=\Gamma t$ and average over the barriers. The failed fraction $F=1-S$ then satisfies

$$0\le\langle\Gamma\rangle t-F(t)\le\frac{\langle\Gamma^2\rangle t^2}{2}.$$

The formula of part 1 with $a=2$ gives $\langle\Gamma^2\rangle=f^2e^{-2m+2s^2}$. Relative to the linear law $\langle\Gamma\rangle t$, the shortfall of $F$ is therefore at most

$$\frac{\langle\Gamma^2\rangle t}{2\langle\Gamma\rangle}=\frac{ft}{2}\,e^{-m+3s^2/2}.$$

After one hour this is $\tfrac12\,(3.6\times10^{12})\,e^{-36}=4.2\times10^{-4}$; the computed shortfall is $2.1\times10^{-4}$. The bound grows in proportion to $t$ and exceeds one long before ten years, where it says nothing useful.

**The rate at any time.** A sharper statement follows from the density $q$. Since $p\,\Gamma=\langle\Gamma\rangle q$,

$$-S'(t)=\int p\,\Gamma e^{-\Gamma t}dx=\langle\Gamma\rangle\int q(x)\,e^{-\Gamma(x)t}dx=\langle\Gamma\rangle\,S_*(t),$$

where $S_*(t)$ is the surviving fraction of a fictitious array with mean barrier $m-s^2$ and the same $s$. The failure rate falls as fast as this weaker array dies. For the example, $-S'(t)$ relative to its initial value is 0.996 after one day, 0.90 after one year and 0.77 after ten years. Numerical differentiation of $F$ agrees with $S_*$ at all three times.

The fall within ten years may seem early, because a bit with barrier $44\,kT$ has a mean lifetime $e^{44}/f\approx1.3\times10^{10}$ s, about forty times longer than ten years ($3.16\times10^8$ s). The width of $q$ accounts for it. Approximately, the bits that have failed by time $t$ are those with $\Gamma t>1$, that is, $x<\ln(ft)$. At ten years $\ln(ft)=40.3$, which is only $(44-40.3)/4=0.93$ standard deviations below the centre of $q$. A fraction $\Phi(-0.93)\approx0.18$ of the fictitious array lies below this value. The sharp cut is crude, but it gives the size of the computed loss of 0.23.

**Comparison with the uniform array.** An array with the single barrier $m-8$ has the surviving fraction $e^{-\langle\Gamma\rangle t}$ and a constant failure rate per surviving bit. The exponential is convex in $\Gamma$, so Jensen's inequality gives

$$\langle e^{-\Gamma t}\rangle>e^{-\langle\Gamma\rangle t}\qquad(t>0),$$

strictly, because $\Gamma$ varies from bit to bit. The equivalent uniform array thus overestimates the failed fraction at every later time. The equality of the two arrays is a statement about their initial rates.

At ten years the linear law gives $2.61\times10^{-14}\times3.156\times10^8=8.24\times10^{-6}$. The uniform array gives the same value to this accuracy, because so few of its bits have failed. The distributed array has actually lost $6.85\times10^{-6}$, which is 17% less than the linear value. As an estimate of ten-year retention the replacement $60\to52$ errs on the safe side, and by a modest amount. Neglect of the spread is far worse: with all barriers at $60\,kT$ the failed fraction would be $2.76\times10^{-9}$. In an array of $10^9$ bits, these fractions mean about 6850 expected failures with the spread and about 3 without it.

### 6. Arrays of finite size

The average $\langle\Gamma\rangle$ refers to the whole distribution. A particular array of $N$ bits with independently drawn barriers has the initial rate per bit

$$\Gamma_N=\frac1N\sum_{i=1}^{N}\Gamma(x_i).$$

Its mean over many arrays is $\langle\Gamma\rangle$. The variance of a sum of independent terms is the sum of their variances, so the variance of $\Gamma_N$ is $(\langle\Gamma^2\rangle-\langle\Gamma\rangle^2)/N$. From the two averages already found,

$$\frac{\langle\Gamma^2\rangle}{\langle\Gamma\rangle^2}=\frac{e^{-2m+2s^2}}{e^{-2m+s^2}}=e^{s^2},$$

and the relative standard deviation of $\Gamma_N$ is

$$\sqrt{\frac{e^{s^2}-1}{N}} .$$

It does not depend on $m$ or $f$. For $s=4$, a relative standard deviation of 0.1 requires $N=(e^{16}-1)/0.01=8.9\times10^8$ bits. This size is sufficient for a rate close to the average, but it is not a sharp threshold. The integrand of $\langle\Gamma^2\rangle$ is centred at $m-2s^2$, which is $28$ in the example, eight standard deviations below the mean. Even an array of $8.9\times10^8$ bits contains on average only $N\,\Phi(-8)\approx5.5\times10^{-7}$ bits below that barrier. The standard deviation is thus governed by very rare arrays with exceptionally weak bits, and most arrays of this size lie closer to the average than 10%.

For small arrays the distribution of $\Gamma_N$ is strongly lopsided. An array of 1000 bits contains on average $1000\times3.17\times10^{-5}=0.03$ bits below $44\,kT$, so about 97 arrays in 100 contain none, although such bits supply half of the ensemble rate. The rare arrays that do contain one have a large rate and hold up the mean. In a sample of 2000 random arrays of 1000 bits, the median rate was 0.32 of $\langle\Gamma\rangle$. A typical small array therefore has a lower initial rate per bit than the population from which it was drawn. This rate is a property of the array, not something that can be observed at these parameters: 1000 bits give on average only $1000\times6.85\times10^{-6}=0.007$ failures in ten years. The number of failures up to time $t$, taken over randomly drawn arrays, is binomial with mean $NF(t)$. Its relative standard deviation is about $1/\sqrt{NF(t)}$, which is 1.2% for $10^9$ bits at ten years.

The numerical output below lists the computed values for the example.

## Numbers as computed

```
attempt frequency = 1.000e+09 1/s
temperature = 300.0 K, kT = 0.025852 eV
mean barrier = 60.0 kT = 1.5511 eV
standard deviation = 4.0 kT = 0.1034 eV
spread 2.0 kT: barrier reduction = 2.000000 kT
spread 3.0 kT: barrier reduction = 4.500000 kT
spread 4.0 kT: barrier reduction = 8.000000 kT
equivalent barrier = 52.0000 kT = 1.3443 eV
reduction in energy = 0.2068 eV
rate without spread = 8.7565e-18 1/s
initial average rate = 2.6103e-14 1/s
rate increase factor = 2981.0
weak-bit limit = 44.0 kT
fraction of bits below it = 3.167e-05
their share of the initial rate = 0.5000
mean 20 kT: cut/uncut rate = 0.841345
mean 60 kT: cut/uncut rate = 1.000000
one hour: relative shortfall = 2.092e-04, bound = 4.175e-04
one day: rate/initial rate = 0.9960
one year: rate/initial rate = 0.9017
ten years: rate/initial rate = 0.7730
ten years = 3.1558e+08 s
failed fraction at ten years = 6.8474e-06
linear extrapolation = 8.2374e-06
failed fraction without spread = 2.7633e-09
bits for 10% spread of mean rate = 8.886e+08
random arrays = 2000, bits in each = 1000
median array rate/ensemble rate = 0.32
```
